# Noncollinear LSDA: the exchange-correlation field and its vanishing local torque: test program

```python
# Noncollinear LSDA (Slater exchange + PW92 correlation) by local diagonalization.
# Spin-density matrix N = (n + m.sigma)/2, eigenvalues n+- = (n +- |m|)/2, zeta = |m|/n.
# Result under test: dE_xc = int Tr(V dN) with V = v0 + b.sigma, b = chi(n,zeta) m,
# chi finite and even at m -> 0; M = -muB m, B_xc = b/muB, local torque M x B_xc = 0.
# Example: equilateral H3, 120-degree spin state. Internally Hartree atomic units; output SI.
import numpy as np
import mpmath as mp
from scipy import constants as C
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from pyscf import gto, dft, lib
from pyscf.dft import libxc

lib.num_threads(1)
mp.mp.dps = 60
Eh = C.physical_constants['Hartree energy'][0]
a0 = C.physical_constants['Bohr radius'][0]
muB = C.physical_constants['Bohr magneton'][0]
XC = 'LDA_X,LDA_C_PW'
I2 = np.eye(2)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
PW = [(0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294),    # unpolarized
      (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517),   # polarized
      (0.016887, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)]   # minus spin stiffness
F2 = 1.709921
rng = np.random.default_rng(1)

def pw_g(rs, par):
    A, a1, b1, b2, b3, b4 = par
    sr = np.sqrt(rs)
    q = 2*A*(b1*sr + b2*rs + b3*rs*sr + b4*rs**2)
    dq = 2*A*(b1/(2*sr) + b2 + 1.5*b3*sr + 2*b4*rs)
    L = np.log1p(1/q)
    return -2*A*(1 + a1*rs)*L, -2*A*a1*L + 2*A*(1 + a1*rs)*dq/(q*(q + 1))

def lsda(n, m):
    """energy density e, v0 and chi; never divides by |m|"""
    n = np.maximum(n, 1e-30)
    z = np.minimum(np.sqrt((m**2).sum(0))/n, 1.0)
    p, q = np.cbrt(1 + z), np.cbrt(1 - z)
    D, den, z4 = p*p + p*q + q*q, 2**(4/3) - 2, z**4
    rs, k = np.cbrt(3/(4*np.pi*n)), np.cbrt(3*n/np.pi)
    f = (p**4 + q**4 - 2)/den
    (e0, d0), (e1, d1), (g, dg) = [pw_g(rs, par) for par in PW]
    ex = -0.375*k*(p**4 + q**4)
    ec = e0 - g*f*(1 - z4)/F2 + (e1 - e0)*f*z4
    dc = d0 - dg*f*(1 - z4)/F2 + (d1 - d0)*f*z4
    nchi = -k/D + 8/(3*D*den)*(-g*(1 - z4)/F2 + (e1 - e0)*z4) + 4*z*z*f*(e1 - e0 + g/F2)
    return n*(ex + ec), 4*ex/3 + ec - rs*dc/3 - z*z*nchi, nchi/n

def lx(nu, nd, deriv, xc=XC):
    return libxc.eval_xc(xc, np.array([np.atleast_1d(nu), np.atleast_1d(nd)]), spin=1, deriv=deriv)
def f_long(nu, nd, xc=XC):
    f = lx(nu, nd, 2, xc)[2][0]
    return (f[:, 0] - 2*f[:, 1] + f[:, 2])/4
def mat(s, v):
    return s[:, None, None]*I2 + np.einsum('kg,kab->gab', v, sig)
def e_def(n, m):
    """definition: diagonalize the 2x2 matrix, feed eigenvalues to libxc"""
    w = np.clip(np.linalg.eigvalsh(mat(n, m)/2), 0, None)
    return lx(w[:, 1], w[:, 0], 0)[0]*w.sum(1)
def b_fd(n, m):
    h = 1e-5*n
    return np.array([(e_def(n, m + np.outer(u, h)) - e_def(n, m - np.outer(u, h)))/(2*h)
                     for u in np.eye(3)])
def sine(a, b):
    return np.linalg.norm(np.cross(a.T, b.T), axis=1)/np.sqrt((a**2).sum(0)*(b**2).sum(0))
def e_mp(n, s):
    z, rs, t = s/n, mp.cbrt(3/(4*mp.pi*n)), mp.mpf(4)/3
    G = [-2*A*(1 + a1*rs)*mp.log(1 + 1/(2*A*(b1*mp.sqrt(rs) + b2*rs + b3*rs*mp.sqrt(rs) + b4*rs**2)))
         for A, a1, b1, b2, b3, b4 in PW]
    w = (1 + z)**t + (1 - z)**t
    f = (w - 2)/(2**t - 2)
    return n*(-3*mp.cbrt(3*n/mp.pi)*w/8 + G[0] - G[2]*f*(1 - z**4)/F2 + (G[1] - G[0])*f*z**4)

# pointwise potential, including m = 0 exactly
n = 10**rng.uniform(-2, 0, 200)
u = rng.normal(size=(3, 200)); u /= np.linalg.norm(u, axis=0)
z = rng.uniform(0.02, 0.9, 200); z[:5] = 0
m = u*z*n
e, v0, chi = lsda(n, m)
assert np.allclose(e, e_def(n, m), rtol=1e-11, atol=0)
w, U = np.linalg.eigh(mat(n, m)/2)
vr = lx(w[:, 1], w[:, 0], 1)[1][0][:, ::-1]
V_diag = np.einsum('gai,gi,gbi->gab', U, vr, U.conj())
assert abs(V_diag - mat(v0, chi*m)).max() < 1e-11
bn = b_fd(n, m)
assert abs(bn - chi*m).max() < 1e-8 and sine(bn[:, 5:], m[:, 5:]).max() < 1e-6
h = 1e-5*n
assert abs((e_def(n + h, m) - e_def(n - h, m))/(2*h) - v0).max() < 1e-8
# spin equation of motion: generic field, then the LSDA potential
def dm_dt(V, N):
    return np.einsum('kab,gba->kg', sig, -1j*(V @ N - N @ V)).real
bg = rng.normal(size=(3, 200))
assert abs(dm_dt(mat(v0, bg), mat(n, m)/2) - 2*np.cross(bg.T, m.T).T).max() < 1e-13
assert abs(dm_dt(V_diag, mat(n, m)/2)).max() < 1e-13
# kernel d b_i / d m_j
fL = f_long(n*(1 + z)/2, n*(1 - z)/2)
for j in range(3):
    dm = np.outer(np.eye(3)[j], h)
    K = (lsda(n, m + dm)[2]*(m + dm) - lsda(n, m - dm)[2]*(m - dm))/(2*h)
    Kf = chi*(np.eye(3)[j][:, None] - u*u[j]) + fL*u*u[j]
    assert abs((K - Kf)/chi).max() < 1e-6
assert abs(fL[:5]/chi[:5] - 1).max() < 1e-11
# edges: full polarization with round-off overshoot, vacuum bound, sign of chi
m1 = u*n*(1 + 1e-14)
e, v0, chi = lsda(n, m1)
assert abs(v0 + chi*n - lx(n, 0*n, 1)[1][0][:, 0]).max() < 1e-8
rsg, zg = [x.ravel() for x in np.meshgrid(np.logspace(-1, 6, 141), np.linspace(0, 1, 41))]
ng = 3/(4*np.pi*rsg**3)
chig = lsda(ng, np.array([zg*ng, 0*ng, 0*ng]))[2]
assert (abs(chig*zg*ng) < np.cbrt(6*ng/np.pi)).all() and (chig[rsg <= 100.01] < 0).all()
dens = lambda rs: np.array([3/(4*np.pi*rs**3)])
rs_flip = brentq(lambda r: (lsda(dens(r), np.zeros((3, 1)))[2]*dens(r))[0]*r, 100, 1000)
assert f_long(dens(.9*rs_flip)/2, dens(.9*rs_flip)/2)[0] < 0 < f_long(dens(1.1*rs_flip)/2, dens(1.1*rs_flip)/2)[0]
vx = lx(0.05*1.01, 0.05*0.99, 1, 'LDA_X,')[1][0][0]
cx = ((vx[0] - vx[1])/2/(0.1*0.01)/f_long(0.05, 0.05, 'LDA_X,')[0] - 1)/1e-4
assert abs(cx - 5/27) < 1e-4
# contrast on one periodic texture: gradient model energy versus LSDA
x = np.arange(40)*2*np.pi/40; dx = x[1]
mt = np.array([np.cos(x + .5*np.sin(x)), np.sin(x + .5*np.sin(x)), .5*np.sin(x)])
e_grad = lambda a: ((np.roll(a, -1, 1) - a)**2).sum()/dx
bt = np.zeros_like(mt)
for i in range(3):
    for j in range(40):
        d = np.zeros_like(mt); d[i, j] = 1e-4
        bt[i, j] = (e_grad(mt + d) - e_grad(mt - d))/(2e-4*dx)
tq = np.cross(mt.T, bt.T)
assert abs(tq).max() > 0.1 and abs(tq.sum(0)*dx).max() < 1e-8
mr = Rotation.from_rotvec(rng.normal(size=(40, 3))).apply(mt.T).T
nt = np.full(40, 0.05)
assert abs(e_grad(mr)/e_grad(mt) - 1) > 0.5
assert abs(e_def(nt, .02*mr) - e_def(nt, .02*mt)).max() < 1e-15
s_lsda = sine(b_fd(nt, .02*mt), mt).max()
assert s_lsda < 1e-6

# H3 self-consistent field
side = 2.5e-10; rad = side/a0/np.sqrt(3)
ang = np.radians([90, 210, 330])
pos = np.array([[rad*np.cos(t), rad*np.sin(t), 0] for t in ang])
mol = gto.M(atom=[('H', tuple(p)) for p in pos], unit='Bohr', basis='6-31g**', spin=1, verbose=0)
g0 = dft.gen_grid.Grids(mol); g0.level = 2; g0.build()
grids = dft.gen_grid.Grids(mol)      # threefold-symmetrized copy
grids.coords = np.ascontiguousarray(np.vstack(
    [Rotation.from_rotvec([0, 0, 2*np.pi*k/3]).apply(g0.coords) for k in range(3)]))
grids.weights = np.tile(g0.weights, 3)/3
wt, nao = grids.weights, mol.nao
ao = dft.numint.eval_ao(mol, grids.coords)
S1, hc, eri = mol.intor('int1e_ovlp'), mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int2e')
S = np.kron(I2, S1)
def comps(D):
    return [np.einsum('ba,ambn->mn', s, D.reshape(2, nao, 2, nao)).real for s in (I2, *sig)]
def rho(D, a):
    r = np.array([np.einsum('gm,gm->g', a @ P, a) for P in comps(D)])
    return r[0], r[1:]
def xc_mat(D):
    n, m = rho(D, ao)
    e, v0, chi = lsda(n, m)
    V = sum(np.kron(s, ao.T @ (ao*(wt*v)[:, None])) for s, v in zip((I2, *sig), (v0, *(chi*m))))
    return wt @ e, V
atom = gto.M(atom='H 0 0 0', basis='6-31g**', spin=1, verbose=0)
c1s = eigh(atom.intor('int1e_kin') + atom.intor('int1e_nuc'), atom.intor('int1e_ovlp'))[1][:, 0]
def run_scf(dirs):
    D = 0
    for A, uA in enumerate(dirs):
        c = np.zeros(nao); c[A*atom.nao:(A + 1)*atom.nao] = c1s
        D = D + np.kron((I2 + np.einsum('k,kab->ab', uA, sig))/2, np.outer(c, c))
    Fs, Rs, eps, Cocc = [], [], None, None
    for it in range(120):
        P = comps(D)[0]; J = np.einsum('mnls,ls->mn', eri, P)
        exc, V = xc_mat(D)
        F = np.kron(I2, hc + J) + V
        if it:
            R = F @ D @ S - S @ D @ F
            if abs(R).max() < 1e-9:
                E = ((hc + J/2)*P).sum() + exc + mol.energy_nuc()
                return E, exc, D, Cocc, eigh(F, S)[0], it
            Fs, Rs = (Fs + [F])[-6:], (Rs + [np.r_[R.real.ravel(), R.imag.ravel()]])[-6:]
            if len(Fs) > 1:       # DIIS as least squares on residual differences
                Md = np.array([r - Rs[-1] for r in Rs[:-1]]).T
                sc = np.linalg.norm(Md, axis=0) + 1e-300
                cf = np.linalg.lstsq(Md/sc, -Rs[-1], rcond=1e-10)[0]/sc
                F = F + sum(c*(Fi - Fs[-1]) for c, Fi in zip(cf, Fs[:-1]))
        Cocc = eigh(F, S)[1][:, :3]
        D = Cocc @ Cocc.conj().T
    raise AssertionError('SCF not converged')
tilt = np.array([0.3, -0.7, 0.5])
e1v, e2v, e3v = Rotation.from_rotvec(tilt).apply(np.eye(3))
dirs = [np.cos(t)*e1v + np.sin(t)*e2v for t in ang]
E, Exc, D, Cocc, eps, nit = run_scf(dirs)
zax = np.array([0., 0., 1.])
Ec, _, Dc, _, _, nitc = run_scf([zax, zax, -zax])
# tilted collinear state (m changes sign) against PySCF unrestricted xc matrices;
# tolerance set by libxc density thresholds in the tails
assert abs(Dc[:nao, nao:]).max() < 1e-7
mz = rho(Dc, ao)[1][2]
assert mz.min() < -0.01 and mz.max() > 0.01
_, exc_u, v_u = dft.numint.NumInt().nr_uks(mol, grids, XC, np.array([Dc[:nao, :nao].real, Dc[nao:, nao:].real]))
Us = np.kron(expm(-0.5j*np.einsum('k,kab->ab', tilt, sig)), np.eye(nao))
exc_t, V_t = xc_mat(Us @ Dc @ Us.conj().T)
V_u = np.kron(np.diag([1, 0]), v_u[0]) + np.kron(np.diag([0, 1]), v_u[1])
dV = abs(V_t - Us @ V_u @ Us.conj().T).max()
assert abs(exc_t - exc_u) < 1e-8 and dV < 1e-7
# xc matrix of the noncollinear state against finite differences of the defined energy
Y = 0.1*(rng.normal(size=Cocc.shape) + 1j*rng.normal(size=Cocc.shape))
Ed = lambda t: wt @ e_def(*rho((Cocc + t*Y) @ (Cocc + t*Y).conj().T, ao))
slope = np.trace(xc_mat(D)[1] @ (Y @ Cocc.conj().T + Cocc @ Y.conj().T)).real
assert abs((Ed(1e-4) - Ed(-1e-4))/2e-4 - slope) < 1e-7 and abs(slope) > 1e-4
n, m = rho(D, ao)
zeta = np.linalg.norm(m, axis=0)/np.maximum(n, 1e-30)
pick = np.where((n > 1e-3) & (zeta > .05) & (zeta < .95))[0][::10]
s_h3 = sine(b_fd(n[pick], m[:, pick]), m[:, pick]).max()
assert len(pick) > 50 and s_h3 < 1e-6
wA = np.exp(-2*np.linalg.norm(grids.coords[None] - pos[:, None], axis=2)); wA /= wA.sum(0)
mom = np.einsum('ag,kg,g->ak', wA, m, wt); amp = np.linalg.norm(mom, axis=1)
angles = [np.degrees(np.arccos(mom[i] @ mom[(i + 1) % 3]/amp[i]/amp[(i + 1) % 3])) for i in range(3)]
assert amp.min() > 0.3 and max(abs(t - 120) for t in angles) < 1e-4 and abs(m.T @ e3v).max() < 1e-8
def probe(pts):
    n, m = rho(D, dft.numint.eval_ao(mol, np.ascontiguousarray(pts)))
    return n, m, lsda(n, m)[2]
ph = np.linspace(0, 2*np.pi, 61)
_, mc, _ = probe(0.02*np.array([np.cos(ph), np.sin(ph), 0*ph]).T)
wind = np.diff(np.unwrap(np.arctan2(e2v @ mc, e1v @ mc))).sum()/(2*np.pi)
assert abs(wind - 1) < 1e-8
ys = np.array([rad*a0, 5e-11, 1e-11, 2e-13, 1e-13, 0, -1e-13])
nl, ml, cl = probe(np.array([0*ys, ys/a0, 0*ys]).T)
bl = cl*(dirs[0] @ ml)
assert np.linalg.norm(ml[:, 5])/nl[5] < 1e-8
assert abs(bl[3]/bl[4] - 2) < 1e-2 and abs(bl[6]/bl[4] + 1) < 1e-2

print(f"E_h = {Eh:.6e} J, a0 = {a0:.6e} m, mu_B = {muB:.6e} J/T")
print(f"E_h/mu_B = {Eh/muB:.5e} T, mu_0 = {C.mu_0:.6e} T m/A")
print(f"exchange (chi/chi0-1)/zeta^2 at zeta=0.01: {cx:.5f}; 5/27 = {5/27:.5f}")
print(f"PW92 sign flip of chi0: r_s = {rs_flip:.1f}, n = {dens(rs_flip)[0]/a0**3:.3e} m^-3")
print(f"gradient model: max local torque comp = {abs(tq).max():.4f}, total = {abs(tq.sum(0)*dx).max():.1e} (model units)")
print(f"gradient model max sin(b,m) = {sine(bt, mt).max():.4f}; LSDA same texture = {s_lsda:.1e}")
print(f"H3 side = {side:.3e} m, centre-nucleus = {rad*a0:.5e} m, AOs = {nao}, grid points = {len(wt)}")
print(f"electrons on grid = {wt @ n:.6f}, SCF iterations 120deg/collinear = {nit}/{nitc}")
print(f"E(120deg) = {E*Eh:.8e} J = {E*Eh/C.e:.5f} eV")
print(f"E(up,up,down) = {Ec*Eh:.8e} J")
print(f"E(120deg)-E(uud) = {(E-Ec)*Eh:.4e} J = {(E-Ec)*Eh/C.e*1e3:.2f} meV")
print(f"E_xc(120deg) = {Exc*Eh:.6e} J, KS gap = {(eps[3]-eps[2])*Eh:.4e} J")
print(f"atomic moment = {amp[0]*muB:.5e} J/T = {amp[0]:.4f} mu_B")
print("angles between moments = " + ", ".join(f"{t:.5f}" for t in angles) + " deg")
print(f"|total moment| = {np.linalg.norm(m @ wt)*muB:.1e} J/T, winding of m round centre = {wind:.6f}")
print(f"max sin(B_fd, M) on {len(pick)} points = {s_h3:.1e}")
print(f"max xc matrix deviation from unrestricted code = {dV*Eh:.1e} J")
print("line centre->atom 1 (components along m of atom 1):")
print("y[m]  n[m^-3]  zeta  M[A/m]  B_xc[T]  Lambda/mu0")
for i in range(len(ys)):
    print(f"{ys[i]:.4e} {nl[i]/a0**3:.4e} {np.linalg.norm(ml[:, i])/nl[i]:.4e} "
          f"{-muB*(dirs[0] @ ml[:, i])/a0**3:.4e} {bl[i]*Eh/muB:.4e} {-cl[i]*Eh*a0**3/muB**2/C.mu_0:.4e}")
zn = np.linalg.norm(ml[:, 0]); vn = lsda(nl[:1], ml[:, :1])[1][0]
print(f"nucleus: v+ = {(vn+cl[0]*zn)*Eh:.4e} J, v- = {(vn-cl[0]*zn)*Eh:.4e} J")
# small-zeta recipes at the centre density, 60-digit derivative as reference
nc = float(nl[5]); chi0 = f_long(nc/2, nc/2)[0]
vc = lsda(np.array([nc]), np.zeros((3, 1)))[1][0]
print(f"centre: r_s = {np.cbrt(3/(4*np.pi*nc)):.4f}, chi0 = {chi0*Eh*a0**3:.5e} J m^3, v0 = {vc*Eh:.4e} J")
print("zeta  relerr(dv/|m|)  relerr(chi0)  relerr(stable)  abserr B naive[T]")
tab = {}
for zz in (1e-2, 1e-3, 1e-5, 1e-8, 1e-12):
    s = zz*nc
    ref = float(mp.diff(lambda t: e_mp(mp.mpf(nc), t), mp.mpf(s))/s)
    v = lx((nc + s)/2, (nc - s)/2, 1)[1][0][0]; dv = (v[0] - v[1])/2
    st = lsda(np.array([nc]), np.array([[s], [0], [0]]))[2][0]
    tab[zz] = (abs(dv/s/ref - 1), abs(chi0/ref - 1), abs(st/ref - 1), abs(dv - ref*s))
    assert tab[zz][2] < 1e-13 and tab[zz][3] < 5e-15
    print(f"{zz:.0e} {tab[zz][0]:.1e} {tab[zz][1]:.1e} {tab[zz][2]:.1e} {tab[zz][3]*Eh/muB:.1e}")
assert abs(tab[1e-2][1]/tab[1e-3][1]/100 - 1) < 1e-2
assert tab[1e-12][0] > 1e-7 and max(tab[1e-5][:2]) < 1e-8
print(f"machine epsilon = {np.finfo(float).eps:.2e}, cube root = {np.cbrt(np.finfo(float).eps):.1e}")
print("tests ok")
```

It prints:

```
E_h = 4.359745e-18 J, a0 = 5.291772e-11 m, mu_B = 9.274010e-24 J/T
E_h/mu_B = 4.70104e+05 T, mu_0 = 1.256637e-06 T m/A
exchange (chi/chi0-1)/zeta^2 at zeta=0.01: 0.18519; 5/27 = 0.18519
PW92 sign flip of chi0: r_s = 288.8, n = 6.688e+22 m^-3
gradient model: max local torque comp = 0.9857, total = 5.7e-11 (model units)
gradient model max sin(b,m) = 0.6284; LSDA same texture = 4.3e-10
H3 side = 2.500e-10 m, centre-nucleus = 1.44338e-10 m, AOs = 15, grid points = 48360
electrons on grid = 3.000000, SCF iterations 120deg/collinear = 6/8
E(120deg) = -6.28082117e-18 J = -39.20180 eV
E(up,up,down) = -6.27473819e-18 J
E(120deg)-E(uud) = -6.0830e-21 J = -37.97 meV
E_xc(120deg) = -3.656185e-18 J, KS gap = 4.7596e-19 J
atomic moment = 8.03941e-24 J/T = 0.8669 mu_B
angles between moments = 120.00000, 120.00000, 120.00000 deg
|total moment| = 1.2e-37 J/T, winding of m round centre = 1.000000
max sin(B_fd, M) on 1633 points = 1.5e-09
max xc matrix deviation from unrestricted code = 2.9e-33 J
line centre->atom 1 (components along m of atom 1):
y[m]  n[m^-3]  zeta  M[A/m]  B_xc[T]  Lambda/mu0
1.4434e-10 1.8055e+30 9.6500e-01 -1.6158e+07 -9.9545e+04 4.9025e+03
5.0000e-11 7.6740e+28 7.0019e-01 -4.9832e+05 -1.6425e+04 2.6229e+04
1.0000e-11 4.0187e+28 1.3461e-01 -5.0170e+04 -2.2251e+03 3.5294e+04
2.0000e-13 3.9325e+28 2.4302e-03 -8.8629e+02 -3.9646e+01 3.5597e+04
1.0000e-13 3.9325e+28 1.2137e-03 -4.4262e+02 -1.9799e+01 3.5597e+04
0.0000e+00 3.9324e+28 1.7419e-15 -6.0158e-10 -2.6911e-11 3.5597e+04
-1.0000e-13 3.9325e+28 1.2108e-03 4.4156e+02 1.9752e+01 3.5597e+04
nucleus: v+ = -3.6253e-18 J, v- = -1.7790e-18 J
centre: r_s = 3.4473, chi0 = -3.84735e-48 J m^3, v0 = -9.4839e-19 J
zeta  relerr(dv/|m|)  relerr(chi0)  relerr(stable)  abserr B naive[T]
1e-02 5.3e-14 1.9e-05 6.7e-16 8.6e-12
1e-03 6.8e-13 1.9e-07 6.7e-16 1.1e-11
1e-05 9.2e-12 1.9e-11 2.2e-16 1.5e-12
1e-08 2.4e-08 8.9e-16 2.2e-16 3.9e-12
1e-12 1.6e-04 8.9e-16 2.2e-16 2.6e-12
machine epsilon = 2.22e-16, cube root = 6.1e-06
tests ok
```
